# Split conformal prediction for precursors: marginal coverage versus ligand-class coverage

A screening model predicts the temperature at which a metal precursor reaches a vapour pressure of 1 Torr. To choose a source temperature one also needs an error band. A tempting choice is to read the band from the residuals of the precursors on which the model was trained. The following simulation shows what can go wrong. A property is a linear function of 20 independent standard normal descriptors plus normal noise of unit variance. A least-squares model is fitted to 40 precursors, and the 37th smallest of its 40 absolute training residuals is taken as the half-width of a nominal 90 percent band. In 4000 repetitions the band contained the value of a new precursor in only 60 percent of cases. The fit had adapted to the noise of the training precursors, but not to that of the new one.

Split conformal prediction removes this fault by calibrating on separate precursors. Its guarantee is an average over the whole population, however, and a ligand class can lie far below that average.

## Setting and theorem

Let \(D\) be the training data, from which a model \(\mu\) is fixed. Precursor \(i\) has descriptors \(X_i\) and a measured property \(Y_i\). Precursors \(1,\dots,n\) form the calibration set, and precursor \(n+1\) is the test precursor. A score function \(s(x,y)\), fixed once \(D\) is given, measures disagreement with the model; an example is \(s(x,y)=|y-\mu(x)|\). Write \(S_i=s(X_i,Y_i)\).

**Assumption E (exchangeability).** Given \(D\), the joint law of the \(n+1\) pairs \((X_i,Y_i)\) is unchanged by every permutation of the indices.

Independent draws from one population satisfy E. So do draws without replacement from a finite library, which are dependent. For \(0<\alpha<1\) set

\[
k=\lceil (n+1)(1-\alpha)\rceil .
\]

Let \(q\) be the \(k\)-th smallest of \(S_1,\dots,S_n\) if \(k\le n\), and \(q=\infty\) if \(k=n+1\). The prediction set is \(C(x)=\{y:s(x,y)\le q\}\). For the absolute error it is the interval \(\mu(x)\pm q\).

**Theorem 1.** Under E,

\[
P\big(Y_{n+1}\in C(X_{n+1})\big)\ \ge\ \frac{k}{n+1}\ \ge\ 1-\alpha .
\]

If ties among the scores have probability zero, the first relation is an equality, and the coverage is then less than \(1-\alpha+1/(n+1)\).

Let \(R_i\) be the number of indices \(j\) in \(\{1,\dots,n+1\}\) with \(S_j<S_i\).

**Lemma 1 (rank equivalence).** \(S_{n+1}\le q\) if and only if \(R_{n+1}\le k-1\).

*Proof.* Since \(S_{n+1}<S_{n+1}\) is false, \(R_{n+1}\) counts calibration scores only. If \(k=n+1\), both statements are true, because \(q=\infty\) and \(R_{n+1}\le n\). Let \(k\le n\). If \(S_{n+1}\le q\), every calibration score below \(S_{n+1}\) is also below \(q\). At most \(k-1\) calibration scores lie strictly below the \(k\)-th smallest, so \(R_{n+1}\le k-1\). If instead \(S_{n+1}>q\), the \(k\) smallest calibration scores all lie below \(S_{n+1}\), so \(R_{n+1}\ge k\). ∎

**Lemma 2 (counting).** In any list of \(n+1\) real scores, at least \(k\) indices satisfy \(R_i\le k-1\). Without ties, exactly \(k\) do.

*Proof.* Sort the list in increasing order. The entry in place \(r\) has at most \(r-1\) entries strictly below it, so places \(1,\dots,k\) qualify. Without ties it has exactly \(r-1\) below it, and no later place qualifies. ∎

*Proof of Theorem 1.* Condition on \(D\). The same function \(s\) is applied to every pair, so the scores inherit exchangeability. Interchanging indices \(i\) and \(n+1\) turns the event \(R_{n+1}\le k-1\) into \(R_i\le k-1\) and leaves the joint law unchanged. The \(n+1\) events therefore have equal probability, and

\[
P(R_{n+1}\le k-1)=\frac1{n+1}\sum_{i=1}^{n+1}P(R_i\le k-1)
=\frac{E\big[\#\{i:R_i\le k-1\}\big]}{n+1}\ \ge\ \frac{k}{n+1}.
\]

The last step is Lemma 2, with equality if there are no ties. By Lemma 1 the left side is the coverage. Averaging over \(D\) keeps the bound. Finally, \((n+1)(1-\alpha)\le k<(n+1)(1-\alpha)+1\); division by \(n+1\) gives the remaining inequalities. ∎

**Remark 1 (what is needed).** The model need not be accurate: a poor model gives a large \(q\), not a loss of coverage. The \(+1\) in \(k\) is needed. For \(n=10\) and \(\alpha=0.1\) the rule gives \(k=\lceil 9.9\rceil=10\) and coverage \(10/11=0.909\) without ties. The rank \(\lceil 10\times0.9\rceil=9\) would give \(9/11=0.818\).

Separate calibration data matter because a model fitted to the calibration outcomes, but not to the test outcome, treats the indices differently. In the regression above, 39 fresh calibration precursors give \(k=36\) and a predicted coverage of \(36/40=0.900\). The simulated value was 0.896, with a sampling error of about 0.005.

## Where the proof stops for a ligand class

Let \(G_i\) be the ligand class of precursor \(i\), and let the triples \((X_i,Y_i,G_i)\) be exchangeable given \(D\). From here on \(D\) is held fixed. Define \(\pi_g=P(G_{n+1}=g)>0\) and the class coverage \(c_g=P(S_{n+1}\le q\mid G_{n+1}=g)\). The law of total probability gives

\[
\sum_g\pi_g c_g=P(S_{n+1}\le q)\ge1-\alpha. \tag{1}
\]

Theorem 1 restricts the separate terms only through this sum. Subtracting (1) from \(\sum_g\pi_g=1\) gives \(\sum_g\pi_g(1-c_g)\le\alpha\). Each term is non-negative, so \(\pi_g(1-c_g)\le\alpha\), or

\[
c_g\ge1-\frac{\alpha}{\pi_g}. \tag{2}
\]

For a class with \(\pi_g\le\alpha\) this says nothing.

The failing step in the proof is the interchange of indices. Under the condition \(G_{n+1}=g\), interchanging \(i\) and \(n+1\) yields

\[
P(R_{n+1}\le k-1\mid G_{n+1}=g)=P(R_i\le k-1\mid G_i=g).
\]

The condition has moved with the index. The average in the proof would need \(P(R_i\le k-1\mid G_{n+1}=g)\) instead, where precursor \(i\) may belong to any class. Physically, the test precursor is known to be, say, a β-diketonate, while the threshold was set by a mixture of ligands.

## Class coverage for independent draws

To obtain the size of the effect, assume now that the triples are independent draws from one population. Let \(F_g\) be the distribution function of the score in class \(g\), and let \(F=\sum_g\pi_gF_g\) be continuous. Define

\[
B_k(u)=\sum_{j=0}^{k-1}\binom nj u^j(1-u)^{n-j}.
\]

**Proposition 2.** \(c_g=E[B_k(F(S))\mid g]\), where \(S\) is a score drawn from class \(g\). If \(F_g=F\), then \(c_g=k/(n+1)\).

*Proof.* Given \(S_{n+1}=s\), each calibration score lies below \(s\) with probability \(F(s)\), independently of the others. Their number is binomial, and by Lemma 1 the test precursor is covered if this number is at most \(k-1\). That probability is \(B_k(F(s))\). Averaging over \(s\) in class \(g\) gives the first claim.

If \(F_g=F\), the variable \(F(S)\) is uniform on \((0,1)\), because \(F\) is continuous. Let \(I_j=\int_0^1u^j(1-u)^{n-j}du\). Integration by parts, with vanishing boundary terms for \(j\ge1\), gives

\[
I_j=\frac{j}{n-j+1}I_{j-1},\qquad
\binom nj=\frac{n-j+1}{j}\binom n{j-1}.
\]

Thus \(\binom njI_j\) does not depend on \(j\) and equals \(I_0=1/(n+1)\). Summing \(k\) such terms gives \(\int_0^1B_k\,du=k/(n+1)\). ∎

**Large calibration sets.** As \(n\to\infty\), the binomial fraction concentrates at \(u\) and \(k/n\to1-\alpha\). Hence \(B_k(u)\to1\) for \(u<1-\alpha\) and \(B_k(u)\to0\) for \(u>1-\alpha\). Since \(F(S)\) has no probability concentrated at the single point \(1-\alpha\), bounded convergence gives

\[
c_g\to F_g(q_\infty),\qquad F(q_\infty)=1-\alpha. \tag{3}
\]

More calibration data of the same mixture therefore do not, in general, close the gap.

**Proposition 3 (sharp floor).** Under the same assumptions,

\[
c_g\ge\frac1{\pi_g}\int_{1-\pi_g}^1B_k(u)\,du,
\]

with equality if all scores of class \(g\) exceed all scores of the other classes.

*Proof.* First, \(B_k\) does not increase. With \(b_{m,j}(u)=\binom mj u^j(1-u)^{m-j}\), and \(b_{m,-1}=b_{m,m+1}=0\), differentiation gives \(b_{n,j}'=n(b_{n-1,j-1}-b_{n-1,j})\). The sum over \(j\) telescopes:

\[
B_k'(u)=-n\,b_{n-1,k-1}(u)\le0\quad(k\le n). \tag{4}
\]

For \(k=n+1\), \(B_k=1\). Next, \(U=F(S)\) is uniform in the whole population. The part of its density due to class \(g\) cannot exceed the total, so its density \(h\) within the class obeys \(\pi_gh\le1\).

Let \(a=1-\pi_g\), and let \(h_0=1/\pi_g\) on \((a,1)\) and zero elsewhere. Below \(a\), \(h-h_0\ge0\) and \(B_k\ge B_k(a)\). Above \(a\), \(h-h_0\le0\) and \(B_k\le B_k(a)\). In both regions \((h-h_0)B_k\ge(h-h_0)B_k(a)\). Since \(h\) and \(h_0\) both integrate to one,

\[
\int_0^1(h-h_0)B_k\,du\ge B_k(a)\int_0^1(h-h_0)\,du=0 .
\]

This is the stated bound. If the class holds all the largest scores, it occupies the top fraction \(\pi_g\) of the population, so \(h=h_0\). ∎

For \(n\to\infty\) the floor tends to \(\max(0,1-\alpha/\pi_g)\), so (2) cannot then be improved. For \(n=99\) and \(\alpha=0.1\), numerical quadrature gives a floor of 0.119 for a class share of 0.10, and 0.004 for a share of 0.05. A valid 90 percent procedure can thus miss nearly every member of a rare class.

**Remark 2 (one given calibration set).** Theorem 1 also averages over calibration sets. With the set held fixed, the coverage for a new independent draw is \(V=F(q)\). For \(k\le n\), the event \(V\le u\) means that at least \(k\) of \(n\) uniform variables are at most \(u\), so \(P(V\le u)=1-B_k(u)\). By (4) the density of \(V\) is \(n\,b_{n-1,k-1}(u)\), the beta law with parameters \(k\) and \(n+1-k\). The integrals \(I_j\), with \(n\) suitably replaced, give

\[
E[V]=\frac k{n+1},\qquad E[V^2]=\frac{k(k+1)}{(n+1)(n+2)},
\]

\[
\operatorname{Var}V=\frac{k}{n+1}\left[\frac{k+1}{n+2}-\frac{k}{n+1}\right]
=\frac{k(n+1-k)}{(n+1)^2(n+2)} .
\]

For \(n=99\), \(k=90\) the standard deviation is \(\sqrt{90\times10/(100^2\times101)}=0.030\). The 5th and 95th percentiles of \(V\) are 0.847 and 0.944.

## Calibration within the class

**Theorem 2.** Let the triples be exchangeable given \(D\), and let \(m\) calibration precursors share the class of the test precursor. Apply the conformal rule to these \(m\) scores, with \(k_m=\lceil(m+1)(1-\alpha)\rceil\). Given all the labels, the coverage is at least \(k_m/(m+1)\ge1-\alpha\).

*Proof.* Take a permutation that moves indices only within the class of the test precursor. It leaves the list of labels unchanged. The joint law of scores and labels is also unchanged, by exchangeability, and hence so is the law of the scores given the labels. The \(m+1\) scores of the class are therefore exchangeable under this condition, and the proof of Theorem 1 applies with \(m\) in place of \(n\). ∎

The price is data. A finite threshold requires \(k_m\le m\). As \(m\) is an integer, this means \((m+1)(1-\alpha)\le m\), or

\[
m\ge\frac{1-\alpha}{\alpha}. \tag{5}
\]

For \(\alpha=0.1\) at least nine class members are needed. With fewer, the guarantee is kept by an infinite interval, which is of no use for choosing a source temperature.

## Example: the 1 Torr temperature

Take \(n=99\), \(\alpha=0.1\), hence \(k=90\) and a marginal coverage of 0.900. The score is the absolute error of the predicted 1 Torr temperature. Within each class the signed error, true minus predicted, is normal with mean \(b_g\) and standard deviation \(\sigma_g\). These are chosen model parameters, not measured error statistics:

- alkylamides: \(\pi=0.6\), \(b=0\), \(\sigma=8\) K;
- cyclopentadienyls: \(\pi=0.3\), \(b=0\), \(\sigma=10\) K;
- β-diketonates: \(\pi=0.1\), \(b=20\) K, \(\sigma=15\) K.

With \(\Phi\) the standard normal distribution function,

\[
F_g(s)=\Phi\!\left(\frac{s-b_g}{\sigma_g}\right)-\Phi\!\left(\frac{-s-b_g}{\sigma_g}\right).
\]

Solving \(F(q_\infty)=0.9\) numerically gives \(q_\infty=17.39\) K. For the β-diketonates, (3) then yields

\[
F_g(q_\infty)=\Phi(-0.174)-\Phi(-2.493)=0.431-0.006=0.425 .
\]

For \(n=99\), Simpson integration of Proposition 2 gives class coverages of 0.968, 0.918 and 0.437 in the order listed. Their weighted sum is

\[
0.6\times0.968+0.3\times0.918+0.1\times0.437=0.900 .
\]

The guarantee holds, yet more than half of the β-diketonates fall outside their intervals. The other two classes, covered more often than required, balance them; most of the excess comes from the frequent alkylamides.

If the bias is removed and the threshold recalculated, with shares and spreads held fixed, the β-diketonate coverage rises to 0.70. The remaining gap to 0.90 comes from the unequal spreads, since equal score laws would give 0.90 by Proposition 2. If the normal errors are replaced by Laplace errors of the same means and standard deviations, the coverage is 0.45. The gap in this example is thus not a product of the normal shape.

Calibration within the class changes the scale of the interval. The 90 percent quantile of the β-diketonate scores is 39.2 K, more than twice \(q_\infty\). But 99 precursors contain on average only 9.9 β-diketonates. The binomial law of \(m\) gives a probability of 0.33 that \(m<9\) and the interval is infinite. Averaging \(k_m/(m+1)\) over \(m\) gives a coverage of 0.945, of which 0.333 comes from infinite intervals. Given a finite interval, the coverage is \((0.945-0.333)/(1-0.333)=0.92\). To bring the probability of an infinite interval down to 0.01 at the same class share, 170 calibration precursors are needed.

**Consequence for a source.** Consider a solid β-diketonate held at its predicted 1 Torr temperature \(T_0=450\) K, while the true one is \(T_0+\delta\). For an ideal vapour, with the volume of the solid neglected, \(d\ln p/dT=\Delta H/(RT^2)\). Here \(R\) is the gas constant and the sublimation enthalpy \(\Delta H=100\) kJ/mol is taken as constant. Integrating from \(T_0\) to \(T_0+\delta\), where \(p=1\) Torr, gives

\[
\frac{p(T_0)}{1\ \text{Torr}}=\exp\left[-\frac{\Delta H}{R}\left(\frac1{T_0}-\frac1{T_0+\delta}\right)\right].
\]

At the median marginal threshold for \(n=99\), \(\delta=17.6\) K, the exponent is \(-1.01\) and the pressure is 0.37 Torr. At the class quantile, \(\delta=39.2\) K, the exponent is \(-2.14\) and the pressure is 0.12 Torr. The median marginal threshold thus allows for a pressure deficit of a factor of 2.7, and the class quantile for a factor of 8.5. The class quantile is the limit of the class threshold for many calibration precursors of that class; with 99 precursors in all, the class interval is infinite in a third of cases.

**Relation to real sources and screening.** The source parameters are assumed round values, not data for a particular compound, and the solid is assumed not to melt up to \(T_0+\delta\). A heat-capacity change of \(-100\) J/(mol K) on sublimation, with \(\Delta H\) fixed at 450 K, raises the two pressures by about 1 and 4 percent. First-order decomposition with an assumed barrier of 200 kJ/mol and prefactor of \(10^{13}\) s\(^{-1}\) consumes about 0.02 percent in 30 days at 450 K. It consumes about 1 percent if the source is raised by 39.2 K. This estimate depends exponentially on the barrier and does not establish the stability of a particular compound. The pressures are equilibrium values; incomplete saturation of a carrier gas is left out.

For the coverage, exchangeability can fail in screening when candidates are selected rather than drawn at random. If the new candidates have class shares 0.3, 0.2 and 0.5, while the calibration set and the error laws within classes stay as before, the overall coverage becomes

\[
0.3\times0.968+0.2\times0.918+0.5\times0.437=0.69 .
\]

A thermometer offset that makes only the test measurements 5 K too high lowers the overall coverage to 0.86 at the original shares. Calibration within the class protects against a change of class shares if the error law inside each class is unchanged. It does not protect against the offset, nor against a new kind of ligand placed under an old class label.
